Bethe asymptotics of Born cross sections for electron impact on H(1s), part 2

A fast electron of energy E excites or ionises a hydrogen atom in its ground state 1s = e^(−r)/√π. The treatment is the nonrelativistic first Born approximation with an infinitely heavy proton and no exchange, so the ejected electron may take any energy up to E − 1/2. In atomic units ħ, the electron mass, the elementary charge and the Bohr radius a0 are 1; Eh is the Hartree energy.

Here E = k²/2, **q** is the momentum transfer, ω_n the excitation energy, k' = √(k² − 2ω_n) the final momentum, and F_n = ⟨n|exp(i**q**·**r**)|1s⟩. The Born cross section is

σ = (4π/E) Σ_n ∫ |F_n(q)|² dq/q³, from q₋ = k − k' to q₊ = k + k'.  (4)

For a class X of final states closed under rotations and without 1s, Lemma 3 gives, as E → ∞,

σ_X = (2π/E) [M_X² ln E + B_X + o(1)],  (1)

W(q) = Σ |F_n(q)|²,  Λ = Σ M_n² ln ω_n,  (11)

J = ∫₀¹ (W/q² − M²) dq/q + ∫₁^∞ W dq/q³,  (12)

B = M² ln 2 − 2Λ + 2J.  (13)

M_n² is the squared matrix element of z with 1s, summed over a shell, and M² is its sum over the class. The proof opens the limits of q by dominated convergence.

For n = 2, with D = q² + 9/4,

|F_2s|² = 32q⁴/D⁶,  |F_2p|² = 72q²/D⁶.  (6)

Hence M² = 0 and B_2s = 0.1110 for 2s, and M² = 2¹⁵/3¹⁰ = 0.5549 and B_2p = 0.6562 for 2p. The first half also found that the asymptotic form for 2s is too high by the fraction 5/(32E), while for 2p the first correction cancels.

For all inelastic events Lemma 4 gives

M_tot² = 1,  B_tot = ln 8 − 13/12 − 2Λ_tot.  (16)

Still needed are Λ_tot and the moment and constant of ionisation.

**Lemma 5 (dipole moments of the bound shells)**

M_n² = (256/3) n⁷ (n − 1)^(2n−5)/(n + 1)^(2n+5),  n ≥ 2.  (17)

Proof. The standard normalised radial function with l = 1 is

R_n1 = N r e^(−r/n) ₁F₁(2 − n; 4; 2r/n),  N² = 4(n² − 1)/(9n⁵).

The moment is (1/√3)∫R_n1 R_1s r³ dr with R_1s = 2e^(−r). Set s = 1 + 1/n and c = 2/n. Integrating the series of ₁F₁ term by term, with (3 + j)! = 6(4)_j, gives

L(s) = ∫ r³ e^(−sr) ₁F₁(2 − n; 4; cr) dr = 6s⁻⁴(1 − c/s)^(n−2) = 6s^(−n−2)(s − c)^(n−2).

One more factor r comes from −d/ds:

−L' = 6s^(−n−3)(s − c)^(n−3) [(n + 2)(s − c) − (n − 2)s].

At s − c = 1 − 1/n the bracket is [(n + 2)(n − 1) − (n − 2)(n + 1)]/n = 2. The radial integral is therefore 24N s^(−n−3)(s − c)^(n−3). Its square divided by 3 is 192N² s^(−2n−6)(s − c)^(2n−6). Inserting N², s = (n + 1)/n and s − c = (n − 1)/n gives (17). ∎

For n = 2 this is 2¹⁵/3¹⁰ again.

**Lemma 6 (form factor of the continuum)**

Let κ be the momentum of the ejected electron, ω = (1 + κ²)/2, and φ = arg(1 + q² − κ² + 2iκ), between 0 and π. Summed over directions and taken per unit energy,

|F_κ|² = 256q² [q² + (1 + κ²)/3] e^(−2φ/κ) / {G³ (1 − e^(−2π/κ))},  (18)

G = [(q + κ)² + 1][(q − κ)² + 1].

Proof, the wave function. Try ψ = N exp(i**κ**·**r**) g(ξ), with ξ = r + **κ**·**r**/κ. Here |∇ξ|² = 2ξ/r, ∇²ξ = 2/r and **κ**·∇ξ = κξ/r. The Schrödinger equation for the attraction −1/r then becomes

ξg'' + (1 + iκξ)g' + g = 0.

In the variable w = −iκξ this is Kummer's equation, with regular solution g = ₁F₁(−i/κ; 1; w). At large ξ it contains (−w)^(i/κ)/Γ(1 + i/κ), which multiplies the plane wave, and a second part that gives an incoming spherical wave. A plane wave of unit modulus requires

|N|² = |Γ(1 + i/κ)|² e^(π/κ) = (2π/κ)/(1 − e^(−2π/κ)).

The states then have the measure d³κ/(2π)³. For the complex conjugate wave the first parameter of ₁F₁ is a = i/κ.

Proof, the space integral. For a closed path around the segment from 0 to 1,

₁F₁(a; 1; x) = (1/2πi) ∮ t^(a−1)(t − 1)^(−a) e^(xt) dt.

To see this, expand t⁻¹(1 − 1/t)^(−a) in powers of 1/t and take the residue term by term. Insert it with x = i(κr + **κ**·**r**) into

I(λ) = ∫ (e^(−λr)/r) exp[i(**q** − **κ**)·**r**] ₁F₁(a; 1; x) d³r.

With the path kept close to the segment, the space integral is a convergent Yukawa transform, 4π divided by

(λ − iκt)² + (**q** − **κ** + **κ**t)² = α + βt.

The terms in t² cancel, and

α = λ² + (**q** − **κ**)²,  β = 2**κ**·(**q** − **κ**) − 2iλκ.

The integrand has one pole outside the segment, t₀ = −α/β, which is not real or infinite because β has a nonzero imaginary part. At large t the integrand falls as t⁻², so the path integral equals minus the residue at t₀. Since 1/t₀ = −β/α, this gives

I = (4π/α)(γ/α)^(−a) = 4π α^(a−1) γ^(−a),  γ = α + β = λ² + q² − κ² − 2iλκ.

The needed amplitude is F = (N*/√π)(−dI/dλ) at λ = 1. There dα/dλ = 2 and dγ/dλ = 2(1 − iκ). Because a(1 − iκ) = a + 1,

−dI/dλ = 8π α^(a−2) γ^(−a−1) Q,  Q = α + γ + a(α − γ).

Let μ be the cosine of the angle between **q** and **κ**. Then

α + γ = 2 + 2q² − 2qκμ − 2iκ,

a(α − γ) = (i/κ)(2κ² − 2qκμ + 2iκ) = 2iκ − 2iqμ − 2,

Q = 2q(q − κμ − iμ).

Q vanishes at q = 0, as orthogonality to 1s demands. Since a is imaginary and α is positive, |α^(a−2)|² = α⁻⁴. Since arg γ = −φ, |γ^(−a−1)|² = |γ|⁻² e^(−2φ/κ). Hence

|F|² = 256π |N|² q² e^(−2φ/κ) [(q − κμ)² + μ²]/(α⁴|γ|²).  (19)

Proof, the angles. Write α = A − Bμ, with A = 1 + q² + κ², B = 2qκ and c = 1 + κ². Then A² − B² = G, and direct expansion shows |γ|² = G as well. Substitute μ = (B + As)/(A + Bs), with s from −1 to 1. This gives

α = G/(A + Bs),  dμ = G ds/(A + Bs)².

The numerator in (19) is q² − Bμ + cμ², so its integral divided by α⁴ is

G⁻³ ∫ [q²(A + Bs)² − B(B + As)(A + Bs) + c(B + As)²] ds

= 2G⁻³ [q²A² + q²B²/3 − 4AB²/3 + cB² + cA²/3].

Replace 4A/3 by 4(q² + c)/3. The bracket becomes (q² + c/3)(A² − B²), and the integral is 2(q² + c/3)/G².

Finally d³κ = 2πκ dω dμ after the azimuth is integrated. The factor per unit energy is 2πκ/(2π)³ = κ/(4π²). Multiplication of κ/(4π²) by 256π|N|² and by 2 gives 128κ|N|²/π, which equals 256/(1 − e^(−2π/κ)). This is (18). ∎

**Proof of the theorem for ionisation**

As q → 0, G → (1 + κ²)² and φ → 2 arctan κ. The squared moment per unit energy is the limit of |F_κ|²/q²,

m(κ) = (256/3)(1 + κ²)⁻⁵ e^(−4 arctan(κ)/κ)/(1 − e^(−2π/κ)).

Since dω = κ dκ, numerical integration gives

M_ion² = ∫₀^∞ m(κ) κ dκ = 0.2834.

Lemma 3 applies to the continuum as a class and proves the law for ionisation. For the total it applies with Lemma 4. ∎

The bound shells of (17) add to 0.7166, and the two parts together give 1.0000000, as completeness requires. Of the bound part, 0.5549 belongs to 2p alone.

For the constants, integration with (17) and (18) gives Λ = −0.66987 from the bound states, Λ_ion = −0.09653 from the continuum, and J_ion = 0.53175. Hence

B_ion = 0.283412 × 0.693147 + 2 × 0.09653 + 2 × 0.53175 = 1.4530,

B_tot = 2.07944 − 1.08333 + 2 × (0.66987 + 0.09653) = 2.5289.

**Cross sections at 1000 eV**

For a class with a dipole moment the constant can be absorbed into an energy scale:

σ = (2πa0²Eh M²/E) ln(E/E0),  E0 = Eh e^(−B/M²).  (20)

Here M² is the pure number given above and 2πa0²Eh = 47.878 Å² eV. The scales are 8.341 eV for 2p, 0.1615 eV for ionisation and 2.170 eV for the total. They are the energies at which the asymptotic form, extended downwards, would vanish; they are not thresholds. At E = 1000 eV:

2p: 0.047878 × 0.55493 × ln(1000/8.3414) = 0.026569 × 4.7865 = 0.1272 Å²

ionisation: 0.047878 × 0.28341 × ln(1000/0.1615) = 0.013569 × 8.731 = 0.1185 Å²

total: 0.047878 × ln(1000/2.1700) = 0.047878 × 6.1330 = 0.2936 Å²

2s: 0.047878 × 0.11099 = 0.00531 Å²

In atomic units the total is 0.293635/0.529177² = 1.049 a0².

The Born integrals with their full kinematic limits give 0.1272, 0.1174, 0.2925 and 0.00529 Å² in the same order. Relative to them, the asymptotic form is too high by 0.9 percent for ionisation, 0.4 percent for the total and 0.4 percent for 2s. The last figure agrees with the fraction 5/(32E) found in the first half, which is 0.0043 at E = 1000/27.211 = 36.75. For 2p the two values coincide to the six decimals printed, in accord with the cancellation found there.

At 200 eV the excess for ionisation is 6.4 percent, and at 5000 eV it is 0.15 percent. One cause has a definite sign: J_ion includes ejected energies and momentum transfers that a projectile of finite energy cannot supply, and for q > 1 their contributions are all positive. They add about 1/(2E) to the bracket of (1), roughly 60 percent of the excess at these three energies; the rest has other sources.

The two laws also differ in how they fall. From 1000 to 5000 eV the full Born cross section of 2s drops by the factor 4.98, close to the factor 5 of a pure inverse power. That of 2p drops only by 3.74, because the logarithm grows.

The constants can reverse the order suggested by the moments. Ionisation has the smaller M² but the larger B. The asymptotic forms for ionisation and 2p are equal when

ln E = (1.45301 − 0.65615)/(0.554929 − 0.283412) = 2.935,

that is, at E = 18.8 or about 510 eV. The full Born values show the same reversal, but at a lower energy, near 420 eV, because the asymptotic form is too high for ionisation: ionisation is larger at 200 eV, with 0.454 against 0.422 Å², and smaller at 5000 eV, with 0.0280 against 0.0340 Å².

Transfers below 1/a0 supply 99 percent of the 2p cross section at 1000 eV, but they also supply 84 percent for 2s. A large share from q < 1/a0 is therefore no sign of a logarithm. What matters is the integrand near zero: it varies as 1/q for 2p and as q for 2s, so lowering q₋ keeps adding to the first and adds hardly anything to the second.

**Numerical checks of the proof**

The form factors (6) and the moments (17) were tested against radial quadrature, and (18) against a sum over Coulomb partial waves at one pair of values of q and κ. Completeness was tested at two finite values of q. Adding B_ion to separately calculated constants of the bound shells reproduces B_tot = 2.52891.

The coefficients of ln E were tested on Born integrals with full limits at 10885 and 174153 eV. The slopes of Eσ/(2π) against ln E are 0.00001 for 2s, 0.55493 for 2p, 0.28410 for ionisation and 1.00074 for the total. These energies serve to probe the limit of the nonrelativistic formula; they are not predictions for real electrons of such energies. The numerical output below gives the remaining values.

**Where the result fails**

Both columns of cross sections compared above are first Born values. Their agreement measures the error of the asymptotic form and says nothing about the error of the Born approximation itself. At low energy the atom's field distorts the plane wave of the projectile, and the projectile distorts the atom during the collision. The first-order amplitude includes neither effect.

Exchange is also absent. One part of its effect can be judged from Lemma 3. If the two outgoing electrons are distinguished by energy and the ejected one is restricted to the slower half of the range, the upper limit of ω still rises without bound as E grows. The same dominated-convergence argument then leaves M_ion² and B_ion unchanged, and the restriction affects only the o(1) term. That term is not negligible at the energies used above: the restriction lowers the bracket of (1) by about 1/(2E), which reduces the ionisation cross section by 3.4 percent at 200 eV, 0.55 percent at 1000 eV and 0.09 percent at 5000 eV. The exchange amplitude and its interference with the direct one are a separate matter, which this argument does not estimate.

At the upper end, (1) requires the projectile to be slow compared with light. The limit E → ∞ is a statement about the nonrelativistic Born formula. In use, E must be large compared with the excitation energies that matter and small compared with the rest energy of the electron. The relativistic form of the asymptotic law raises the four cross sections by 0.2 to 0.3 percent at 1000 eV and by 1.2 to 1.5 percent at 5000 eV. At 1000 eV this already moves the fourth digit of the values given above, and at 5000 eV it exceeds the difference between the asymptotic and the full Born values.

Numbers as computed

```
Bohr radius = 0.529177 angstrom
Hartree energy = 27.21139 eV
prefactor 2 pi a0^2 Eh = 47.8776 angstrom^2 eV
M2 2s = 0.000000 a0^2
M2 2p = 0.554929 a0^2
M2 ionisation = 0.283412 a0^2
M2 total = 1.000000 a0^2
M2 all bound p states = 0.716588 a0^2
M2 bound + ionisation, summed = 1.0000000 a0^2
B 2s = 0.11099 (atomic units)
B 2p = 0.65615 (atomic units)
B ionisation = 1.45301 (atomic units)
B total = 2.52891 (atomic units)
B total from separate parts = 2.52891 (atomic units)
sum M2 ln omega, bound = -0.66987 (atomic units)
sum M2 ln omega, continuum = -0.09653 (atomic units)
J ionisation = 0.53175 (atomic units)
E0 in ln(E/E0), 2p = 8.3414 eV
E0 in ln(E/E0), ionisation = 0.1615 eV
E0 in ln(E/E0), total = 2.1700 eV
slope test energies = 10885 and 174153 eV (formal)
slope of full Born integral, 2s = 0.00001 a0^2
slope of full Born integral, 2p = 0.55493 a0^2
slope of full Born integral, ionisation = 0.28410 a0^2
slope of full Born integral, total = 1.00074 a0^2
200 eV 2s: full Born 0.025996, Bethe 0.026569 angstrom^2
200 eV 2p: full Born 0.422051, Bethe 0.422055 angstrom^2
200 eV ionisation: full Born 0.454024, Bethe 0.483164 angstrom^2
200 eV total: full Born 1.051766, Bethe 1.082895 angstrom^2
1000 eV 2s: full Born 0.005291, Bethe 0.005314 angstrom^2
1000 eV 2p: full Born 0.127172, Bethe 0.127172 angstrom^2
1000 eV ionisation: full Born 0.117391, Bethe 0.118471 angstrom^2
1000 eV total: full Born 0.292476, Bethe 0.293635 angstrom^2
5000 eV 2s: full Born 0.001062, Bethe 0.001063 angstrom^2
5000 eV 2p: full Born 0.033986, Bethe 0.033986 angstrom^2
5000 eV ionisation: full Born 0.028019, Bethe 0.028062 angstrom^2
5000 eV total: full Born 0.074093, Bethe 0.074138 angstrom^2
share from q < 1/a0 at 1000 eV, 2s = 84.03 percent
share from q < 1/a0 at 1000 eV, 2p = 99.02 percent
```
